Tracking Bands Through Crossings by Overlaps of Cell-Periodic States

In graphene the π band, built from carbon orbitals odd under reflection in the sheet, starts at Γ below two σ bands and rises to the Dirac point at K. On the way it passes through both. An eigensolver returns energies in ascending order at each k-point, so "band 2" is π near Γ and σ further out. A velocity, orbital projection or coupling collected under that index mixes data from different bands. The scheme below continues bands by the similarity of their states. Where levels repel instead of crossing, what it follows depends on the step.

**1. Which states to compare**

Let ψ_nk be a Bloch state, with ψ_nk(r+R) = e^{ik·R} ψ_nk(r) for every lattice vector R. Over a periodic crystal of many cells,

⟨ψ_mk|ψ_nk'⟩ = Σ_R e^{i(k'−k)·R} ∫_cell ψ*_mk ψ_nk' d³r.

For two different allowed wavevectors, not separated by a reciprocal vector, the phases sum to zero. This overlap therefore says nothing about likeness. The cell-periodic parts

u_nk(r) = e^{−ik·r} ψ_nk(r)

carry no such phase. For all k they belong to one space, the periodic functions on one cell, and they are eigenstates there of H(k) = e^{−ik·r} H e^{ik·r}. Normalised on the cell, they define

W_mn = |⟨u_m(k)|u_n(k+q)⟩|².

The modulus removes the arbitrary phase of each eigenvector.

In a one-dimensional lattice of period 2π (atomic units, Fourier coefficients 0.15 and 0.05 of the potential), the lowest Bloch states at k = 0.3 and 0.4 have overlap 6×10⁻¹⁷ over ten cells. Their periodic parts have overlap modulus 0.989.

In a localised basis φ_μk with coefficients C, the overlap is C_m† S C_n, with

S_μν = ∫_cell φ*_μk e^{−iq·r} φ_ν,k+q d³r.

Leaving out the factor e^{−iq·r} compares Bloch states over a single cell, and the result then depends on the choice of cell.

**2. How overlaps change with the step**

Take q along the path, a nondegenerate band n, and H' = ∂H/∂k along the path. Write u_n(k+q) = u_n + q a + O(q²). The terms linear in q of the eigenvalue equation are

(H − E_n) a + (H' − E_n') u_n = 0.

Projection on u_m with m ≠ n removes E_n', because the states are orthogonal:

(E_m − E_n)⟨u_m|a⟩ + ⟨u_m|H'|u_n⟩ = 0.

Hence, to leading order,

W_mn = q² |⟨u_m|H'|u_n⟩|² / (E_n − E_m)².

The states at k form a complete set, so Σ_m W_mn = 1 and

1 − W_nn = q² Σ_{m≠n} |⟨u_m|H'|u_n⟩|² / (E_n − E_m)².

For the second band of the one-dimensional lattice at k = 0.3 and q = 10⁻⁴, the computed loss is 1.0002 times this sum. For the π band of graphene, centred at 0.35 Å⁻¹, the loss is 5.636×10⁻⁵ for a step of 0.0639 Å⁻¹ and 1.408×10⁻⁵ for half of it. The ratio is 4.00, as the q² law requires.

The denominator shows where trouble starts: close levels mix strongly unless the matrix element vanishes. Symmetry can make it vanish. Let a mirror M commute with H(k) along the path, with M u = p u and p = ±1. Since M preserves inner products,

⟨u_m(k)|u_n(k+q)⟩ = ⟨M u_m(k)|M u_n(k+q)⟩ = p_m p_n ⟨u_m(k)|u_n(k+q)⟩.

If the parities differ, the overlap equals its own negative and is zero. The same argument removes the matrix element of H'. Levels of different parity can then cross, and the tracker cannot confuse them through a nonzero W.

**3. The assignment and its certificate**

Follow M bands among N ≥ M candidates. Choose distinct columns c(m) that maximise Σ_m W_m,c(m). Each row of W contains squared components of a unit vector on orthonormal states, so its sum is at most one (Bessel's inequality). The same holds for each column.

Suppose every row has an entry above 1/2. Two such entries cannot share a column, since that column would sum to more than one. They therefore form a permitted assignment. Any other assignment changes at least one row, and in a changed row the new entry is below 1/2, because the row sum is at most one. Its total is smaller, so the first assignment is the unique best one.

This was compared with a search through all 360 assignments for each of 150 random 4×6 tables of squared moduli. They were cut from unitary matrices chosen close to a permutation, so that large entries are common. All 150 met the condition, and the search agreed in each.

A smallest selected W above 1/2 is thus a certificate that the assignment is unique. It does not certify that the step resolved everything between the two points, as section 6 shows.

**4. Pseudocode**

input: points k_0 … k_L, tracked number M, candidates N > M
solve at k_0; rank[m] = m for m = 1 … M
for j = 1 … L:
  solve for the N lowest states u_n(k_j)
  W[m,n] = |⟨u_rank[m](k_(j−1)) | u_n(k_j)⟩|²
  c = distinct columns maximising Σ_m W[m,c(m)]
  store c and the smallest selected W
  if that value is low: insert a midpoint and repeat
  rank = c

With N_g grid points, forming W costs N_g·M·N complex multiplications per step. For the graphene grid of 18×18×72 = 23,328 points, M = 4 and N = 8, that is 7.5×10⁵. Building the local-potential matrix in 34 basis functions costs about N_g·34² = 2.7×10⁷, some 36 times more. The assignment of a 4×8 table is negligible beside either. Storage is two sets of states.

**5. Graphene without a field**

The sheet has lattice constant 2.46 Å and is repeated every 10 Å. The level of theory is the local density approximation (LDA) with GTH pseudopotentials, a 5×5 k mesh for the density, and the DZVP Gaussian basis with one more s and one more p shell per atom. The path runs along x from near Γ through K at 1.703 Å⁻¹ to half a step before an M point, with 40 points 0.0639 Å⁻¹ apart and none on K. Energies are counted from the Dirac energy.

Reflection z → −z gives a label independent of the tracking: the π weight, which is the z-odd fraction of a state. The mirror y → −y, which leaves the path in place, separates the two upper σ bands into y-odd and y-even. The π band is y-even.

Energies in eV of ranks 1 to 4, with π states marked:

k = 0.032 Å⁻¹: −19.44, −7.67 (π), −3.16, −3.16
k = 0.670 Å⁻¹: −18.23, −6.49, −6.23 (π), −5.44
k = 1.564 Å⁻¹: −13.26, −11.92, −10.45, −0.82 (π)

The π band moves from rank 2 to 3 to 4. Judged by the character each rank had at the first point, energy ordering is wrong at 30 of 40 points for rank 2, at 2 for rank 3 and at 28 for rank 4. Rank 3 looks almost correct because π occupies it only between the two crossings; the σ band it holds before them differs from the one it holds after. A check of the π weight alone would miss that exchange; the y-parity shows it.

The tracked bands keep their π weight to within 0.01 along the whole path, and the smallest selected W is 0.952. The crossings are

π with y-odd σ: k = 0.647 Å⁻¹, E = −6.33 eV, slope difference 11.2 eV Å
π with y-even σ: k = 0.747 Å⁻¹, E = −5.89 eV, slope difference 10.7 eV Å

Finding them from mirror labels, without tracking, gives the same k to four decimals.

Ordering also spoils derivatives when both bands are π. At K two π bands cross linearly, with slopes ±v. K lies 26.667 steps from Γ and the neighbouring samples at 26.5 and 27.5, so they sit 0.167 step before K and 0.833 step after it. Rank 4 is the lower branch on both sides, −v|k−K|, and its finite difference is

(−5/6 + 1/6) v = −(2/3) v.

The splitting 0.01 Å⁻¹ beyond K gives v = 5.43 eV Å (trigonal warping makes it about 5.51 at the same distance before K, and 5.47 on average), so the cone predicts −3.62 eV Å; the computed value is −3.51 eV Å. The tracked band goes straight through K to rank 5 and gives +5.29 eV Å, 3 per cent below v. A tracked band is therefore not the same thing as an occupied band: this one leaves the occupied set at K.

**6. Avoided crossings: the step decides**

Suppose a perturbation couples two levels that would cross at k₀. Put x = k − k₀, drop the common energy, and take a rising state a and a falling state b that hardly change over the region:

H = [[s x, Δ], [Δ, −s x]], with s, Δ > 0.

The energies are ±E with E = √(s²x² + Δ²). The smallest splitting is gap = 2Δ, and the uncoupled slopes differ by D = 2s. The squared splitting is

(2E)² = gap² + D² x²,

so energies near the minimum suffice to find gap and D.

Set cos θ = s x/E and sin θ = Δ/E. The lower state is

ℓ = −sin(θ/2) a + cos(θ/2) b.

As a check, the a component of Hℓ is E[−cos θ sin(θ/2) + sin θ cos(θ/2)] = E sin(θ/2), which is −E times the a component of ℓ. The b component works in the same way. Between two points,

⟨ℓ₁|ℓ₂⟩ = cos((θ₁−θ₂)/2),

W = ½(1 + cos θ₁ cos θ₂ + sin θ₁ sin θ₂).

For a step h centred on the gap, x = ∓h/2. The sines are equal and the cosines opposite, so W = ½(1 − cos²θ + sin²θ) = sin²θ, or

W(lower→lower) = Δ²/(Δ² + s²h²/4) = 1/(1 + (h/h*)²),

h* = 2Δ/s = 2·gap/D.

For h < h* the tracker stays on the lower band, whose character changes. For h > h* it jumps to the upper band and keeps the character. Both are valid continuations; they answer different questions.

If the step is not centred, the jump requires W < 1/2, that is cos θ₁ cos θ₂ + sin θ₁ sin θ₂ < 0. Multiplication by E₁E₂ gives s²x₁x₂ + Δ² < 0. The points must lie on opposite sides, with

|x₁||x₂| > (Δ/s)² = (h*/2)².

A long step can thus still follow the lower band if one end falls very close to the gap.

A perpendicular field supplies the coupling. It breaks z → −z but keeps y → −y, so π can mix with the y-even σ band and not with the y-odd one. A sawtooth potential of 10 MV/cm was applied self-consistently. The field in the vacuum is 12.2 MV/cm: the induced potential is periodic, so its slope inside the screening sheet must be made up outside. The excess over the applied field therefore depends on the 10 Å repeat and shrinks as the repeat grows.

The y-even crossing opens by 2.25 meV. With D = 10.68 eV Å,

h* = 2 × 0.002253 / 10.682 = 4.22×10⁻⁴ Å⁻¹.

The overlaps of the computed states at h = h*/2, h* and 2h* are 0.800, 0.500 and 0.200, equal to the formula at the digits given. The y-odd band passes from rank 3 to rank 2 across its own crossing with its parity intact, so that crossing stays closed.

A walk in steps of h*/4 from −2h* to +2h* keeps the lower band, while its π weight falls from 0.985 to 0.015. The formula gives the first value: sin²(θ/2) = ½(1 − cos θ) with cos θ = −2/√(4 + ¼) = −0.970. The smallest W on this walk is 0.947. One centred step of the original path, 151 times h*, goes to the upper band with W = 0.9998. Both runs have excellent certificates and end on different bands. The certificate cannot tell which continuation was wanted.

**7. Stability and failure modes**

Steps that are too long. Taking every second, fourth and eighth point of the field-free path gives smallest W of 0.827, 0.587 and 0.697. The ranks agree with the full path in the first two cases. With every eighth point, 2 of 20 differ although all selected W exceed 1/2. By section 2 a nonzero W joins only states of equal parity, so mirror labels would not reveal the change. The two y-even σ bands, which repel near K, are exchanged between 1.56 and 2.08 Å⁻¹: the long step jumps their gap in the manner of section 6. Halving the step and comparing ranks does reveal it. That test can still miss a gap much narrower than both steps, because both runs then jump and agree.

Degenerate samples. At a degeneracy the solver may return any rotation of the pair, and a rotation by 45° turns W = 1, 0 into 1/2, 1/2. Inserting midpoints does not cure this while the degenerate sample stays on the path, so the loop of section 4 needs a limit on halving. Move the point, or carry the pair as one subspace.

Too few candidates. Beyond K the tracked π band has rank 5. With four candidates it would be lost.

Folded paths. If k is replaced by k+G with ψ unchanged, then u(k+G) = e^{−iG·r} u(k). This factor must be restored before taking overlaps. A straight path in the extended zone avoids the matter.

Ill-conditioned bases. Orthonormalising the basis can amplify matrix errors by the inverse of the smallest overlap eigenvalue. At Γ this eigenvalue is 7×10⁻⁵ for the basis used and 1×10⁻⁶ for the TZVP set, so a triple-zeta set is not automatically a safer reference. Along the path the values are far smaller: for the basis used, 3×10⁻⁶ near the y-even crossing and about 4×10⁻⁹ at K, where the TZVP overlap matrix is numerically singular. Γ alone does not settle the conditioning.

**8. Accuracy and the real device**

Replacing the Gaussians by all plane waves of the grid, with the potential held fixed, moves the crossings by less than 0.001 Å⁻¹. The density matters more. With plane waves up to 40 hartree and the density in the field made self-consistent again, the y-even crossing moves by about +0.008 Å⁻¹ and the y-odd one by +0.009 Å⁻¹. The vacuum field becomes 12.6 MV/cm, and the gap, taken as twice the matrix element of the z-odd potential between the two bands, falls by 5 per cent to 2.14 meV. In a 13.5 Å cell with the same applied field the vacuum field is 11.8 MV/cm and the gap 2.01 meV. The ratio is 0.170 meV per MV/cm in both cells, so the gap follows the vacuum field and not the applied one. The gap and h* of section 6 are therefore uncertain by about 5 per cent from the basis and are tied to the 10 Å repeat. With a slope difference of 10.7 eV Å, the shift of the crossing also means a change of about 0.09 eV in the σ–π separation at fixed k, so the second decimals of the band energies in section 5 are not converged. With the small SZV basis, going from a 5×5 to a 7×7 k mesh moves the crossings by −0.001 Å⁻¹, and a 13 Å cell with a finer grid by 0.0001 Å⁻¹. The larger uncertainty is the LDA itself: an assumed error of 0.5 eV in the σ–π separation would move the crossings by about 0.05 Å⁻¹.

The computed Dirac velocity is 8.3×10⁵ m/s; measured values are roughly 10⁶ m/s. The vacuum field must not be compared directly with the breakdown field of an oxide. By continuity of the displacement, 12.2 MV/cm in vacuum corresponds to about 3.1 MV/cm in silicon dioxide (relative permittivity 3.9), below its breakdown field of roughly 10 MV/cm. It stands for strong but attainable gating. The model sheet is neutral, with the field passing through it. If one gate's field, with the vacuum value F = 12.2 MV/cm, ended on the sheet, the charge would be ε₀F/e = 6.7×10¹² cm⁻², and the Fermi level would shift by v√(πn) = 0.25 eV on the linear cone. The effect of that charge on the gap was not computed. The σ crossings lie about 6 eV below the Dirac point, against a thermal energy of 26 meV at 300 K, so they matter for band-resolved analysis and not for channel current. The velocity at K does matter for current.

Spin-orbit coupling was left out. A hydrogenic estimate with effective charge 3.25 gives an atomic scale of 3.4 meV. The opening at a crossing also depends on the orbital composition of the two bands. A minimal-basis estimate for the y-even crossing gives about 0.4 of this scale, or 1.3 meV, which is of the same order as the field-induced gap. The y-odd crossing, which the field leaves closed, opens by a similar amount. The 2.25 meV is therefore a demonstration within a spinless model and not a prediction of the splitting in a device. Taken as a gap, the spin-orbit scale gives h* = 6×10⁻⁴ Å⁻¹, still a hundred times below the path step. By the two-level criterion, a path with this step would still follow orbital character unless a sample fell almost on the gap. With spin included, however, the bands of the field-free sheet are doubly degenerate at every k, so the solver may return any mixture within a pair. Either follow each pair as one subspace, or first choose its two eigenstates of the mirror z → −z, acting on space and spin, which have different eigenvalues. The full numerical output follows.

Computed results

```
smallest overlap eigenvalue at Gamma: used 6.9e-05, TZVP 1.2e-06
shifts of y-odd, y-even crossing (1/A):
  plane waves, same potential: -0.0000, -0.0008
  5x5 to 7x7 k mesh (SZV): -0.0010, -0.0011
  13 A cell, finer grid (SZV): +0.0001, +0.0001
lattice constant 2.46 A, cell height 10.0 A, grid (18, 18, 72)
basis: DZVP plus s and p with exponent 0.4 1/bohr^2, 34 functions per cell
1D lattice: Bloch overlap 6.3e-17, periodic 0.9891
1D lattice: loss/first-order theory 1.0002
brute-force assignments certified and confirmed: 150
pseudopotential matrix, largest deviation: 0.01 meV
path: 40 points, step 0.0639 1/A, K at 1.7028 1/A
smallest selected W on path: 0.9520
step x2: smallest W 0.8273, ranks changed 0 of 80
step x4: smallest W 0.5868, ranks changed 0 of 40
step x8: smallest W 0.6970, ranks changed 2 of 20
energies from Dirac energy (eV), pi weight in brackets, energy ranks 1-5:
k=0.032 -19.44(-0.00) -7.67(1.00) -3.16(-0.00) -3.16(0.00) 8.30(0.00)
  ranks of tracked sigma1, pi, sigma2, sigma3: [1, 2, 3, 4]
k=0.670 -18.23(0.00) -6.49(0.00) -6.23(1.00) -5.44(0.00) 7.94(1.00)
  ranks of tracked sigma1, pi, sigma2, sigma3: [1, 3, 2, 4]
k=1.564 -13.26(-0.00) -11.92(-0.00) -10.45(-0.00) -0.82(1.00) 0.81(1.00)
  ranks of tracked sigma1, pi, sigma2, sigma3: [1, 4, 2, 3]
k=2.522 -14.15(-0.00) -13.29(0.00) -6.55(0.00) -2.37(1.00) 1.67(1.00)
  ranks of tracked sigma1, pi, sigma2, sigma3: [2, 5, 1, 3]
points with wrong character by energy rank 1-4: [0, 30, 2, 28] of 40
pi/y-odd sigma crossing: k 0.6474 1/A, E -6.326 eV, slope diff. 11.23 eV A
pi/y-even sigma crossing: k 0.7465 1/A, E -5.891 eV, slope diff. 10.68 eV A
same k from symmetry labels: 0.6474, 0.7465 1/A
pi overlap loss at k=0.35 1/A: full step 5.636e-05, half 1.408e-05
slope at K from splitting: 5.431 eV A
slope across K: tracked 5.288, energy rank 4 -3.506 eV A
Dirac velocity: 8.252e+05 m/s
sawtooth field 10.0 MV/cm, field in vacuum 12.20 MV/cm
avoided crossing: k 0.74647 1/A, gap 2.253 meV, ranks 3,4
slope difference 10.682 eV A, h* 0.000422 1/A
step 0.000211 1/A: W(lower to lower) 0.8000, two-level 0.8000
step 0.000422 1/A: W(lower to lower) 0.5000, two-level 0.5000
step 0.000844 1/A: W(lower to lower) 0.2000, two-level 0.2000
step 0.063854 1/A: W(lower to lower) 0.0000, two-level 0.0000
fine walk, step h*/4: smallest W 0.9472, rank kept
  pi weight of lower band: 0.9851 to 0.0150
coarse step: rank 3 to 4, W 0.9998
y-odd sigma rank in field across its crossing: 3 to 2
spin-orbit scale 3.37 meV, its h* 0.000631 1/A
0.5 eV sigma-pi error moves crossings by 0.045, 0.048 1/A
omitted gate charge 6.74e+12 1/cm2, Fermi energy 0.250 eV
thermal energy at 300 K: 25.85 meV
```
